# Dose Error from Beam Neutralization in Residual Gas During Ion Implantation: verification in Python

```python
"""
Dose error caused by neutralization of an ion beam in residual gas.

Result under test: singly charged ions cross a gas column N (molecules/area)
between the last bend and the Faraday cup.  With capture cross section s10
(ion -> neutral) and stripping cross section s01 (neutral -> ion), a controller
that stops at a fixed measured charge implants too many atoms, by the fraction
    delta = s10 (1 - E) / (s01 + s10 E),   E = exp(-N (s10 + s01)),
which is N s10 = p s10 L / (k T) for thin uniform gas.
p: pressure, L: path length, T: gas temperature.
Cross sections in the example are round model values of rough typical size.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


def neutral_fraction(column, s10, s01):
    total = s10 + s01
    return s10 / total * (1 - np.exp(-column * total))


def dose_error(column, s10, s01):
    decay = np.exp(-column * (s10 + s01))
    return s10 * (1 - decay) / (s01 + s10 * decay)


def final_mean_charge(cross, charges, start, column):
    """Mean charge after the column; cross[i, j] is for state i -> state j."""
    generator = cross.T - np.diag(cross.sum(axis=1))
    return charges @ expm(generator * column)[:, start]


def density_shape(x):
    """Nonuniform gas density on the unit path, denser near the wafer."""
    return 0.2 + 2.4 * x**2


# --- Rate equation in nonuniform gas against the column formula ---
unit_column = quad(density_shape, 0, 1)[0]
for s10, s01 in [(0.5, 0.25), (0.7, 0.7), (0.6, 0.0), (30.0, 10.0)]:
    flight = solve_ivp(
        lambda x, f: density_shape(x) * (s10 * (1 - f) - s01 * f),
        (0, 1), [0.0], method="LSODA", rtol=1e-10, atol=1e-12)
    neutral = flight.y[0, -1]
    numeric_error = 1 / (1 - neutral) - 1
    assert abs(numeric_error - dose_error(unit_column, s10, s01)) < 1e-6
    if s10 == s01:
        assert abs(numeric_error - np.tanh(s10 * unit_column)) < 1e-6
    if s10 == 30.0:
        assert abs(numeric_error - s10 / s01) < 1e-6
    if s01 == 0.0:
        assert abs(numeric_error - np.expm1(s10 * unit_column)) < 1e-6

# --- Particle simulation: gas before the bend, bend, gas after it, cup ---
rng = np.random.default_rng(7)
mc_s10, mc_s01, steps = 0.5, 0.25, 300
midpoints = (np.arange(steps) + 0.5) / steps


def fly(charged, densities):
    for density in densities:
        rate = np.where(charged, mc_s10, mc_s01) * density / steps
        charged = charged ^ (rng.random(charged.size) < rate)
    return charged


before_bend = fly(np.ones(300_000, dtype=bool), np.ones(steps))
passed_bend = before_bend[before_bend]          # the magnet drops neutrals
at_wafer = fly(passed_bend, density_shape(midpoints))
charge_goal = 100_000
counted_charge = np.cumsum(at_wafer)
assert counted_charge[-1] >= charge_goal
atoms_implanted = np.searchsorted(counted_charge, charge_goal) + 1
mc_error = atoms_implanted / charge_goal - 1
mc_formula = dose_error(unit_column, mc_s10, mc_s01)
mc_neutral = neutral_fraction(unit_column, mc_s10, mc_s01)
mc_sigma = np.sqrt(mc_neutral / charge_goal) / (1 - mc_neutral)
mc_whole_line = dose_error(1 + unit_column, mc_s10, mc_s01)
mc_no_stripping = np.expm1(mc_s10 * unit_column)
assert abs(mc_error - mc_formula) < 5 * mc_sigma
assert abs(mc_error - mc_whole_line) > 20 * mc_sigma
assert abs(mc_error - mc_no_stripping) > 20 * mc_sigma

# --- Series for thin gas: dose error and logarithm of the current ---
z, a, b = sp.symbols("z a b", positive=True)
f_sym = a / (a + b) * (1 - sp.exp(-z * (a + b)))
series_error = sp.series(1 / (1 - f_sym) - 1, z, 0, 3).removeO()
assert sp.simplify(series_error - (a * z + a * (a - b) * z**2 / 2)) == 0
series_log = sp.series(-sp.log(1 - f_sym), z, 0, 3).removeO()
assert sp.simplify(series_log - (a * z - a * b * z**2 / 2)) == 0

# --- First-order law for any charge state, negative ions included ---
charges_all = np.array([-1.0, 0.0, 1.0, 2.0, 3.0])
random_cross = rng.random((5, 5))
np.fill_diagonal(random_cross, 0.0)
thin = 1e-5
for start in (2, 3, 4):
    q = charges_all[start]
    full = q / final_mean_charge(random_cross, charges_all, start, thin) - 1
    first_order = thin * np.sum((1 - charges_all / q) * random_cross[start])
    assert abs(full - first_order) < 1e-8

# --- Worked example: 50 keV B+, hydrogen from photoresist ---
pressure = 2e-5            # Torr, true hydrogen pressure
temperature = 300.0        # K
length = 150.0             # cm
capture = 4e-16            # cm2 per molecule
stripping = 2e-16          # cm2 per molecule
second_loss = 1e-17        # cm2, 1+ -> 2+
energy_ev = 5e4
set_dose = 1e14            # cm-2
scan_area = 1000.0         # cm2
beam_current = 1e-3        # A, ions leaving the last bend
wafer_radius = 15.0        # cm
magnet_radius = 50.0       # cm

density_per_torr = const.torr / (const.k * temperature) * 1e-6   # cm-3/Torr
density = pressure * density_per_torr
column = density * length
linear_error = column * capture
neutral = neutral_fraction(column, capture, stripping)
error = dose_error(column, capture, stripping)
one_percent_pressure = brentq(
    lambda p: dose_error(p * density_per_torr * length, capture, stripping)
    - 0.01, 1e-8, 1e-3)
assert abs(error - linear_error) < linear_error**2

# --- Outgassing burst: a controller integrates the measured current ---
base_pressure, burst_pressure, burst_time = 2e-6, 4e-5, 4.0
charge_set = const.e * set_dose * scan_area
nominal_time = charge_set / beam_current


def measured_current(t, _charge):
    p = base_pressure + burst_pressure * np.exp(-t / burst_time)
    return [beam_current * (1 - neutral_fraction(
        p * density_per_torr * length, capture, stripping))]


def charge_reached(t, charge):
    return charge[0] / charge_set - 1


charge_reached.terminal = True
implant = solve_ivp(measured_current, (0, 2 * nominal_time), [0.0],
                    events=charge_reached, rtol=1e-10, atol=1e-14,
                    max_step=0.1)
stop_time = implant.t_events[0][0]
burst_error = beam_current * stop_time / charge_set - 1
mean_pressure = base_pressure + burst_pressure * burst_time / nominal_time * (
    1 - np.exp(-nominal_time / burst_time))
burst_linear = capture * length * density_per_torr * mean_pressure
assert abs(burst_error - burst_linear) < 0.05 * burst_error

# --- Calibration from two currents, then use at the example pressure ---
two_state = np.array([[0.0, stripping], [capture, 0.0]])


def current_ratio(p):
    return final_mean_charge(two_state, np.array([0.0, 1.0]), 1,
                             p * density_per_torr * length)


p_low, p_high = 2e-6, 1e-5
slope = np.log(current_ratio(p_low) / current_ratio(p_high)) / (p_high - p_low)
residual = current_ratio(pressure) * np.exp(slope * pressure) - 1
residual_formula = (linear_error * column * stripping / 2
                    * (1 - (p_low + p_high) / pressure))
assert abs(residual - residual_formula) < 0.05 * residual_formula

# --- Neglected: doubly charged ions (three charge states) ---
three_state = np.array([[0.0, stripping, 1e-17],
                        [capture, 0.0, second_loss],
                        [1e-16, 6e-16, 0.0]])
error_three = 1 / final_mean_charge(
    three_state, np.array([0.0, 1.0, 2.0]), 1, column) - 1
assert abs((error_three - error) + column * second_loss) < 0.1 * column * second_loss


# --- Neglected: neutrals born near the end of the magnet ---
def landing_offset(angle):
    """Offset at the wafer of a neutral born this angle before the exit."""
    return (-magnet_radius * (1 - np.cos(angle))
            + (length + magnet_radius * np.sin(angle)) * np.tan(angle))


birth_angle = brentq(lambda t: landing_offset(t) - wafer_radius, 0, 0.5)
extra_length = magnet_radius * birth_angle
assert abs(extra_length / (magnet_radius * wafer_radius / length) - 1) < 0.05


# --- Neglected: elastic scattering, bounded by bare Coulomb deflection ---
def lab_deflection(strength, screening):
    """Projectile of unit mass and speed passes a free H atom at distance 1."""
    target_mass = 1.008 / 11.0

    def motion(t, y):
        gap = y[0:2] - y[4:6]
        r = np.hypot(gap[0], gap[1])
        force = strength * np.exp(-r / screening) * (
            1 / r**2 + 1 / (screening * r)) * gap / r
        return np.concatenate([y[2:4], force, y[6:8], -force / target_mass])

    start = np.array([-300.0, 1.0, 1.0, 0.0, 0.0, 0.0, 0.0, 0.0])
    end = solve_ivp(motion, (0, 600), start, method="DOP853",
                    rtol=1e-9, atol=1e-11, max_step=1.0).y[:, -1]
    return np.arctan2(end[3], end[2])


small_angle = 0.01         # rad
bare_angle = lab_deflection(small_angle / 2, np.inf)
assert abs(bare_angle / small_angle - 1) < 0.01
assert lab_deflection(small_angle / 2, 2.0) < bare_angle
coulomb_ev_cm = const.e / (4 * np.pi * const.epsilon_0) * 100
impact = 5 * 1 * coulomb_ev_cm / (energy_ev * small_angle)       # cm
scattered = column * 2 * np.pi * impact**2       # two atoms per molecule

# --- Neglected: gauge calibration and thermal motion of the gas ---
gauge_factor = 0.4         # rough H2 sensitivity relative to N2
gauge_reading = gauge_factor * pressure
error_from_reading = dose_error(gauge_reading * density_per_torr * length,
                                capture, stripping)
ion_speed = np.sqrt(2 * energy_ev * const.e / (11.0 * const.atomic_mass))
gas_speed = np.sqrt(8 * const.k * temperature
                    / (np.pi * 2.016 * const.atomic_mass))
assert gas_speed / ion_speed < 0.01

print("PARTICLE SIMULATION (reduced units)")
print(f"capture, stripping depth after bend: {mc_s10}, {mc_s01}")
print(f"simulated dose error: {100*mc_error:.1f} %")
print(f"its standard deviation: {100*mc_sigma:.2f} %")
print(f"formula, column after bend: {100*mc_formula:.1f} %")
print(f"formula, whole-line column: {100*mc_whole_line:.1f} %")
print(f"formula without stripping: {100*mc_no_stripping:.1f} %")
print("EXAMPLE INPUTS")
print(f"ion energy: {energy_ev/1e3:.0f} keV; path: {length:.0f} cm")
print(f"H2 pressure: {pressure:.1e} Torr; gas: {temperature:.0f} K")
print(f"capture, stripping: {capture:.1e}, {stripping:.1e} cm2")
print(f"set dose: {set_dose:.1e} cm-2; scan area: {scan_area:.0f} cm2")
print(f"ion current after bend: {beam_current*1e3:.2f} mA")
print("EXAMPLE RESULTS")
print(f"density per Torr: {density_per_torr:.3e} cm-3/Torr")
print(f"gas density: {density:.3e} cm-3")
print(f"gas column: {column:.3e} cm-2")
print(f"capture depth = linear dose error: {100*linear_error:.3f} %")
print(f"stripping depth: {100*column*stripping:.3f} %")
print(f"neutral fraction: {100*neutral:.3f} %")
print(f"measured current: {beam_current*(1-neutral)*1e3:.4f} mA")
print(f"dose error, full formula: {100*error:.3f} %")
print(f"true dose: {set_dose*(1+error):.4e} cm-2")
print(f"set charge per area: {const.e*set_dose*1e6:.3f} uC/cm2")
print(f"pressure for 1 % error: {one_percent_pressure:.3e} Torr")
for p in (2e-6, 1e-5, 1e-4):
    col = p * density_per_torr * length
    print(f"at {p:.0e} Torr: linear {100*col*capture:.3f} %, "
          f"full {100*dose_error(col, capture, stripping):.3f} %")
print("OUTGASSING BURST")
print(f"base, burst: {base_pressure:.1e}, {burst_pressure:.1e} Torr")
print(f"decay time: {burst_time:.1f} s; nominal time: {nominal_time:.3f} s")
print(f"actual stop time: {stop_time:.3f} s")
print(f"mean pressure, nominal time: {mean_pressure:.3e} Torr")
print(f"dose error: simulated {100*burst_error:.3f} %, "
      f"linear {100*burst_linear:.3f} %")
print("CALIBRATION")
print(f"readings at: {p_low:.1e} and {p_high:.1e} Torr")
print(f"slope K: {slope:.1f} per Torr")
print(f"residual: computed {100*residual:.4f} %, "
      f"formula {100*residual_formula:.4f} %")
print("NEGLECTED EFFECTS")
print(f"cross section 1+ to 2+: {second_loss:.1e} cm2")
print(f"dose error with 2+ state: {100*error_three:.3f} %")
print(f"magnet radius: {magnet_radius:.0f} cm; wafer: {wafer_radius:.0f} cm")
print(f"last magnet angle reaching wafer: {np.degrees(birth_angle):.2f} deg")
print(f"extra path in magnet: {extra_length:.2f} cm")
print(f"its added dose error: {100*density*capture*extra_length:.3f} %")
print(f"scattered over {small_angle*1e3:.0f} mrad, at most: "
      f"{100*scattered:.3f} %")
print(f"gauge factor: {gauge_factor}; reading: {gauge_reading:.1e} Torr")
print(f"error inferred from raw reading: {100*error_from_reading:.3f} %")
print(f"ion speed: {ion_speed:.3e} m/s; gas speed: {gas_speed:.3e} m/s")
print("all assertions hold")
```

Printed output:

```
PARTICLE SIMULATION (reduced units)
capture, stripping depth after bend: 0.5, 0.25
simulated dose error: 54.1 %
its standard deviation: 0.29 %
formula, column after bend: 54.3 %
formula, whole-line column: 107.4 %
formula without stripping: 64.9 %
EXAMPLE INPUTS
ion energy: 50 keV; path: 150 cm
H2 pressure: 2.0e-05 Torr; gas: 300 K
capture, stripping: 4.0e-16, 2.0e-16 cm2
set dose: 1.0e+14 cm-2; scan area: 1000 cm2
ion current after bend: 1.00 mA
EXAMPLE RESULTS
density per Torr: 3.219e+16 cm-3/Torr
gas density: 6.438e+11 cm-3
gas column: 9.656e+13 cm-2
capture depth = linear dose error: 3.863 %
stripping depth: 1.931 %
neutral fraction: 3.753 %
measured current: 0.9625 mA
dose error, full formula: 3.899 %
true dose: 1.0390e+14 cm-2
set charge per area: 16.022 uC/cm2
pressure for 1 % error: 5.165e-06 Torr
at 2e-06 Torr: linear 0.386 %, full 0.387 %
at 1e-05 Torr: linear 1.931 %, full 1.941 %
at 1e-04 Torr: linear 19.313 %, full 20.145 %
OUTGASSING BURST
base, burst: 2.0e-06, 4.0e-05 Torr
decay time: 4.0 s; nominal time: 16.022 s
actual stop time: 16.378 s
mean pressure, nominal time: 1.180e-05 Torr
dose error: simulated 2.225 %, linear 2.280 %
CALIBRATION
readings at: 2.0e-06 and 1.0e-05 Torr
slope K: 1920.1 per Torr
residual: computed 0.0151 %, formula 0.0149 %
NEGLECTED EFFECTS
cross section 1+ to 2+: 1.0e-17 cm2
dose error with 2+ state: 3.795 %
magnet radius: 50 cm; wafer: 15 cm
last magnet angle reaching wafer: 5.62 deg
extra path in magnet: 4.90 cm
its added dose error: 0.126 %
scattered over 10 mrad, at most: 0.126 %
gauge factor: 0.4; reading: 8.0e-06 Torr
error inferred from raw reading: 1.551 %
ion speed: 9.366e+05 m/s; gas speed: 1.775e+03 m/s
all assertions hold
```
